# Dangling-Hybrid Character of a Threefold Silicon Atom from Orthogonality

## Problem

In an oxide-like low-k dielectric, a silicon atom has lost one of its four neighbours. The remaining three are oxygen atoms, and the three O–Si–O angles all equal $\theta = 112^\circ$. Take a rough Si–O length of 0.163 nm.

Describe the silicon valence shell by one 3s and three 3p orbitals, real and orthonormal. Assume that the three hybrids used for bonding are equivalent, mutually orthogonal and directed along the bonds. The fourth orthonormal hybrid is the dangling one. The s character of a normalized hybrid is the square of its s coefficient.

(a) Find the s character $s_b$ of a bond hybrid as a function of $\theta$.

(b) Find the s character $s_d$ of the dangling hybrid, and show that it is about 18 percent at $112^\circ$.

(c) For which angles does the construction exist, and what happens at the ends of the range?

(d) Where does the dangling hybrid point, and how far is the silicon atom from the plane of the three oxygens?

(e) How much does $s_d$ change if the common angle is $110^\circ$ or $114^\circ$?

(f) The table describes the singly occupied orbital of two small radicals, computed by restricted open-shell Hartree–Fock in the def2-SVP basis with all three bond angles held fixed. The orbital was resolved into atom-centred orbitals (intrinsic atomic orbitals). "Share" is its weight on silicon, and "s part" is the s fraction of that share. In Si(OH)₃ each O–H bond lies in the plane of its Si–O bond and the symmetry axis, and its hydrogen points either towards the dangling side or away from it. What do these values say about the hybrid model?

| Radical | Angle | Share | s part |
|---|---|---|---|
| SiH₃ | 108° | 96.3 % | 17.9 % |
| SiH₃ | 112° | 96.7 % | 15.1 % |
| SiH₃ | 116° | 97.5 % | 10.6 % |
| SiH₃ | 120° | 100.0 % | 0.0 % |
| Si(OH)₃, H on dangling side | 112° | 84.0 % | 41.2 % |
| Si(OH)₃, H on far side | 112° | 87.0 % | 38.3 % |

## Solution

### (a) The bond hybrids

Let $\mathbf n_i$ be the unit vector from silicon towards neighbour $i$. A p orbital directed along $\mathbf n_i$ is

$$|p_i\rangle = n_{ix}|p_x\rangle + n_{iy}|p_y\rangle + n_{iz}|p_z\rangle .$$

Because $p_x, p_y, p_z$ are orthonormal, only equal components survive in the overlap of two such orbitals:

$$\langle p_i|p_j\rangle = n_{ix}n_{jx}+n_{iy}n_{jy}+n_{iz}n_{jz} = \mathbf n_i\cdot\mathbf n_j .$$

This is 1 for $i=j$ and $\cos\theta$ for two different bonds. The overlap of the s orbital with any p orbital on the same atom is zero.

The three bond hybrids are equivalent, so they share one value of $s_b$:

$$|h_i\rangle = \sqrt{s_b}\,|s\rangle + \sqrt{1-s_b}\,|p_i\rangle .$$

The squared coefficients add to one, so each hybrid is normalized. The phases are chosen so that the 3s and 3p radial functions have the same sign in their outer, bonding region. With that convention, taking both coefficients positive makes the s and p parts add on the side of the neighbour and puts the larger lobe there.

For $i\neq j$, the s–p cross terms vanish and orthogonality requires

$$0=\langle h_i|h_j\rangle = s_b + (1-s_b)\cos\theta .$$

Collecting the terms in $s_b$ gives $s_b(1-\cos\theta) = -\cos\theta$, and therefore

$$s_b = \frac{-\cos\theta}{1-\cos\theta}.$$

The s parts of two hybrids contribute a positive overlap. The p parts must cancel it, which they can do when the angle between them is obtuse. At $112^\circ$, $\cos\theta=-0.3746$ and

$$s_b=\frac{0.3746}{1.3746}=0.2725 .$$

### (b) The dangling hybrid

Write the four hybrids as the rows of a $4\times4$ real matrix $U$, whose columns belong to $s, p_x, p_y, p_z$. Orthonormal hybrids mean $UU^{T}=1$. For a square matrix this implies $U^{T}U=1$ as well, so each column is also normalized. The s column then gives

$$3s_b+s_d=1 .$$

One whole s orbital is shared among the four hybrids, and the dangling hybrid receives what the bonds leave over. Inserting $s_b$,

$$s_d = 1+\frac{3\cos\theta}{1-\cos\theta}
=\frac{1-\cos\theta+3\cos\theta}{1-\cos\theta}
=\frac{1+2\cos\theta}{1-\cos\theta}.$$

At $112^\circ$ the three bonds use $3s_b=0.8176$ of the s orbital, so

$$s_d = 1-0.8176 = 0.1824 .$$

The dangling hybrid has about 18 percent s character and 82 percent p character. Its p-to-s ratio is 4.48, against 2.67 for a bond hybrid. For comparison, an ideal sp³ hybrid has a ratio of 3. Opening the angles beyond the tetrahedral value has moved s character into the bonds and p character into the dangling hybrid.

### (c) Range and limits

Two conditions fix the range. First, $s_b$ cannot be negative. The denominator $1-\cos\theta$ is positive, so $\cos\theta\le 0$ and $\theta\ge 90^\circ$. Second, the three unit vectors must exist in space. The squared length of their sum is

$$|\mathbf n_1+\mathbf n_2+\mathbf n_3|^2 = 3+6\cos\theta \ge 0 ,$$

because there are three squares and three pairs, each pair counted twice. Hence $\cos\theta\ge-\tfrac12$ and $\theta\le120^\circ$.

- At $90^\circ$, $s_b=0$ and $s_d=1$. The bonds use three pure p orbitals and the dangling orbital is pure s.
- At the tetrahedral angle, $\cos\theta=-\tfrac13$ or $\theta=109.47^\circ$, and $s_d=(1/3)/(4/3)=\tfrac14$. All four hybrids are sp³.
- At $120^\circ$, $s_b=\tfrac13$ and $s_d=0$. The atom is planar, the bonds are sp², and the dangling orbital is a pure p orbital normal to the plane.

The given angle lies between the last two cases, and so does the answer.

### (d) Direction and geometry

Let the p part of the dangling hybrid point along the unit vector $\mathbf m$. Its orthogonality to bond hybrid $i$ reads

$$\sqrt{s_b s_d}+\sqrt{(1-s_b)(1-s_d)}\;\mathbf m\cdot\mathbf n_i=0 .$$

Thus $\mathbf m\cdot\mathbf n_i$ has the same negative value for all three bonds. For $90^\circ<\theta<120^\circ$ the bond vectors are linearly independent, so these three products determine $\mathbf m$. The sum $\mathbf N=\mathbf n_1+\mathbf n_2+\mathbf n_3$ also has equal products with the bonds, $\mathbf N\cdot\mathbf n_i=1+2\cos\theta>0$. Therefore $\mathbf m=-\mathbf N/|\mathbf N|$: the dangling hybrid lies on the threefold axis and points away from the neighbours.

With $|\mathbf N|=\sqrt{3(1+2\cos\theta)}$, the angle $\beta$ between $\mathbf m$ and a bond obeys

$$\cos\beta=-\frac{1+2\cos\theta}{\sqrt{3(1+2\cos\theta)}}=-\sqrt{\frac{1+2\cos\theta}{3}} .$$

This also confirms $s_d$ without the sum rule. Squaring the orthogonality condition gives

$$\frac{s_b}{1-s_b}\,\frac{s_d}{1-s_d}=\cos^2\beta=\frac{1+2\cos\theta}{3}.$$

From part (a), $s_b/(1-s_b)=-\cos\theta$. Hence $s_d/(1-s_d)=(1+2\cos\theta)/(-3\cos\theta)$. Since $x/(1-x)=a/b$ means $x=a/(a+b)$, and here $a+b=1-\cos\theta$, the formula of part (b) returns.

For $112^\circ$, $\beta=106.81^\circ$. The silicon atom stands above the oxygen plane, on the dangling side, by

$$-(0.163\ \text{nm})\cos\beta = 0.047\ \text{nm}.$$

The bond length sets this height but does not enter $s_d$, which depends on the angle alone in this model.

### (e) Sensitivity to the angle

Put $c=\cos\theta$. The quotient rule gives

$$\frac{ds_d}{dc}=\frac{2(1-c)+(1+2c)}{(1-c)^2}=\frac{3}{(1-c)^2}.$$

Since $dc/d\theta=-\sin\theta$,

$$\frac{ds_d}{d\theta}=-\frac{3\sin\theta}{(1-\cos\theta)^2}\quad\text{per radian}.$$

Multiplying by $\pi/180$ gives $-2.57$ percentage points per degree at $112^\circ$. Direct evaluation gives $s_d=23.5$ percent at $110^\circ$ and 13.3 percent at $114^\circ$. A two-degree change in the common angle therefore shifts the answer by about five points, more than a quarter of its value. The figure of 18 percent belongs to the stated angle and is not a general property of threefold silicon.

### (f) How far the model can be trusted

For SiH₃ the orbital is almost wholly on silicon, as the model supposes, and its s part falls as the radical flattens. At $120^\circ$ it must vanish by symmetry: the singly occupied orbital is odd under reflection in the molecular plane, while an s orbital is even.

The size of the s part agrees less well. At 108°, 112° and 116° the hybrid formula gives 29.2, 18.2 and 8.6 percent, against computed values of 17.9, 15.1 and 10.6 percent. The formula is too high at the first two angles and too low at the third, so the two curves cross between $112^\circ$ and $116^\circ$. The difference of three points at $112^\circ$ owes something to this nearby crossing and should not be read as the general accuracy of the model. In the larger def2-TZVP basis the computed s parts rise to 18.5, 15.7 and 11.3 percent, so the tabulated SiH₃ values are uncertain by about 0.7 points; the crossing stays between $112^\circ$ and $116^\circ$.

For Si(OH)₃, the closer analogue of the defect in the problem, the s part is 38 to 41 percent at the same bond angle. In this partition it is more than twice the model value. Moving the hydrogens from one side to the other changes it by about three points, a quarter turn of all three hydrogens about the Si–O bonds gives 45 percent, and the def2-TZVP basis raises 41.2 to 42.4 percent. The number depends more strongly on how s character is defined. Dividing the density of the orbital at the silicon nucleus by that of a free-atom 3s orbital, the measure behind the usual reading of isotropic hyperfine data, gives 20 and 32 percent of the orbital for the two tabulated orientations, or 24 and 37 percent of the silicon share. For SiH₃ at $112^\circ$ the same measure gives 14 percent of the share, close to the tabulated value. A measured coupling also contains the spin polarisation of the doubly occupied orbitals, which this measure omits: for SiH₃ at $112^\circ$ the unrestricted Hartree–Fock spin density at silicon is about 17 percent of the free-atom 3s value, against 13 percent from the singly occupied orbital alone.

Such a large s part is compatible with orthogonal hybrids if they need not follow the bonds. Suppose that the dangling hybrid had $s_d=0.40$. The sum rule would leave $s_b=0.20$ for each bond hybrid, and the condition of part (a) would then require an angle between hybrids of

$$\cos\theta_h=-\frac{0.20}{0.80}=-0.25,\qquad \theta_h\approx104^\circ .$$

The nuclei would still subtend $112^\circ$, so the hybrids would point off the bond lines: the bonds would be bent. This reading is approximate, because 13 to 16 percent of the computed orbital lies off silicon, and its silicon part need not be the orthogonal complement of three bond hybrids. The localized Si–O bond orbitals of the same wave function (intrinsic bond orbitals, H on the dangling side) do not bear the reading out: only about 21 percent of each lies on silicon, that part has about 45 percent s character, and the p parts subtend about $115^\circ$ (about $119^\circ$ with Foster–Boys localization, so this angle depends on the method, but in both cases it exceeds $112^\circ$). The silicon parts of these polar bonds are not mutually orthogonal (their normalized overlap is about 0.2), so the sum rule of part (b) does not apply to them. The cause of the larger s part is not isolated here, since replacing H by OH changes the bond polarity and the bond length and adds oxygen lone pairs.

In silica-like films, a silicon atom with three oxygen neighbours and one unpaired electron is a known type of defect, the E′ centre. The chosen Si–O length is typical of such materials, and $112^\circ$ is a modest flattening from the tetrahedral angle. In organosilicate low-k films some neighbours may be carbon, and disorder makes the three angles unequal, so the assumption of equivalent hybrids also breaks down. For oxygen neighbours, the Si(OH)₃ results give an s part of 38 to 45 percent in the atomic-orbital partition, and of 24 to 37 percent from the density at the nucleus, where the model gives 18. Those results have limits of their own: they omit electron correlation and the surrounding network, use unrelaxed geometries, and depend on how the orbital is divided into atomic parts.

The 18 percent is thus the correct consequence of orthogonal hybrids that follow three equal $112^\circ$ bonds. For the Si(OH)₃ radical at this angle it underestimates the s character of the unpaired electron, by an amount that depends on the definition of s character and on the hydrogen orientation. The numerical output below lists the values of the hybrid model and of the table.

## Table of computed values

```
HYBRID MODEL
bond angle theta: 112.0 degrees
cos(theta): -0.3746
s character of each bond hybrid s_b: 0.2725
sum over three bond hybrids: 0.8176
s character of dangling hybrid s_d: 0.1824
same in percent: 18.2 %
p character of dangling hybrid: 0.8176
p-to-s ratio, dangling hybrid: 4.48
p-to-s ratio, bond hybrid: 2.67
angle beta, dangling axis to bond: 106.81 degrees
chosen Si-O length: 0.163 nm
height of Si above O plane: 0.0471 nm
tetrahedral angle: 109.47 degrees
ANGLE SPREAD
slope of s_d at theta: -2.57 % points per degree
s_d at 110 degrees: 23.5 %
s_d at 114 degrees: 13.3 %
ROHF/def2-SVP, SINGLY OCCUPIED ORBITAL
chosen Si-H length: 0.148 nm
chosen O-H length: 0.096 nm
chosen Si-O-H angle: 118 degrees
SiH3 at 108 degrees: share on Si 96.3 %, s part of it 17.9 %, model 29.2 %
SiH3 at 112 degrees: share on Si 96.7 %, s part of it 15.1 %, model 18.2 %
SiH3 at 116 degrees: share on Si 97.5 %, s part of it 10.6 %, model 8.6 %
SiH3 at 120 degrees: share on Si 100.0 %, s part of it 0.0 %, model 0.0 %
Si(OH)3 at 112 degrees, H on dangling side: share on Si 84.0 %, s part 41.2 %
Si(OH)3 at 112 degrees, H on far side: share on Si 87.0 %, s part 38.3 %
```
